# Nuclear phase loss when a phosphorus donor ionizes at random times

## The problem

A phosphorus donor in silicon holds one electron. Its nucleus has spin 1/2 and has been prepared in a superposition of up and down. The donor is then ionized so that the nucleus can store the superposition without the electron. The electron leaves at a random time $t$ after ionization is switched on, with probability density

$$p(t)=\frac{1}{\tau}e^{-t/\tau},\qquad t\ge 0,$$

where $\tau$ is the mean ionization time. The individual times are not recorded.

The spin Hamiltonian of the neutral donor, divided by Planck's constant, is

$$\frac{H}{h}=\gamma_e B S_z-\gamma_n B I_z+A\,\mathbf S\cdot\mathbf I .$$

Here $\mathbf S$ and $\mathbf I$ are the dimensionless electron and nuclear spins, $\gamma_e$ and $\gamma_n$ are positive and in hertz per tesla, and $A$ is in hertz. The field is high, meaning $A\ll(\gamma_e+\gamma_n)B$, and the electron starts with spin down. The ionization rate is the same for both nuclear states, and the electron's departure is sudden.

Take the rough values $A=118$ MHz, $\gamma_e=27.99$ GHz/T, $\gamma_n=17.2$ MHz/T and $B=1.5$ T.

1. Find the nuclear phase caused by one ionization event at time $t$.
2. Average over $t$ and find what remains of the nuclear coherence.
3. How short must $\tau$ be if the superposition is to survive? Evaluate the relevant time scale, and the cases $\tau=0.3$ ns and $\tau=1$ µs.
4. Can nuclear pulses applied after ionization repair the loss?

## Hints

**Hint 1.** At high field, replace $S_z$ by its value $-1/2$ and drop the terms that flip the electron. Compare the nuclear frequency before and after ionization.

**Hint 2.** Work in the frame that rotates at the frequency of the ionized nucleus. The phase then stops growing when the electron leaves.

**Hint 3.** Average the complex factor $e^{i\phi}$, not the phase $\phi$. The density matrix is linear in this factor.

**Hint 4.** Separate a known mean rotation from a shortening of the average Bloch vector. A unitary operation can undo only the first.

## Solution

### 1. The phase of one event

With the electron held down, the part of $H/h$ that depends on the nucleus is

$$-\gamma_nB I_z+A\left(-\frac12\right)I_z=-\left(\gamma_nB+\frac A2\right)I_z .$$

Write nuclear up and down as $\Uparrow$ and $\Downarrow$. Since $I_z=+1/2$ for up and $-1/2$ for down, the nuclear frequency of the neutral donor is

$$\nu_0=\frac{E_\Downarrow-E_\Uparrow}{h}=\gamma_nB+\frac A2 .$$

Once the electron is gone, the hyperfine term vanishes and $\nu_+=\gamma_nB$. This is 25.8 MHz in the example, while the step $\nu_0-\nu_+=A/2$ is 59.0 MHz.

For a nuclear state $a|\Uparrow\rangle+b|\Downarrow\rangle$, the coherence is $\rho_{\Uparrow\Downarrow}=ab^*$. Each amplitude evolves as $e^{-2\pi iEt/h}$, so the coherence acquires the factor $e^{+2\pi i\nu t}$. If the electron leaves at $t$, the phase at a later time $T$ is

$$2\pi\left[\nu_0t+\nu_+(T-t)\right].$$

Passing to the ionized frame subtracts $2\pi\nu_+T$. What remains is

$$\phi(t)=2\pi(\nu_0-\nu_+)t=2\pi\frac A2t=\pi At .$$

This no longer depends on $T$. The phase records how long the electron stayed.

**How good is the high-field step?** The transverse part of the hyperfine term is

$$A(S_xI_x+S_yI_y)=\frac A2(S_+I_-+S_-I_+).$$

It couples electron down, nucleus up to electron up, nucleus down with strength $A/2$. Define $\Sigma=(\gamma_e+\gamma_n)B$. These two states have diagonal energies $-A/4\mp\Sigma/2$, so the lower exact level is

$$\frac{E_-}{h}=-\frac A4-\frac12\sqrt{\Sigma^2+A^2}.$$

The state with both spins down is not coupled to any other. Its energy is

$$\frac{E_{\downarrow\Downarrow}}{h}=-\frac{\gamma_eB}{2}+\frac{\gamma_nB}{2}+\frac A4 .$$

Subtracting $E_-/h$ and then $\nu_+=\gamma_nB$ gives the exact frequency step:

$$\frac{E_{\downarrow\Downarrow}-E_-}{h}-\gamma_nB
=\frac A2+\frac12\left(\sqrt{\Sigma^2+A^2}-\Sigma\right)
\simeq\frac A2+\frac{A^2}{4\Sigma}.$$

The last form uses $\sqrt{\Sigma^2+A^2}\simeq\Sigma+A^2/(2\Sigma)$. At 1.5 T the correction is 82.9 kHz, about 0.14% of $A/2$. The admixture amplitude, $A/(2\Sigma)$ to leading order, is $1.4\times10^{-3}$. The simple phase law is therefore adequate here.

### 2. The average

The averaged coherence equals its initial value times

$$L=\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}e^{i\pi At}.$$

Set $s=t/\tau$ and $x=\pi A\tau$. The integral becomes

$$L=\int_0^\infty e^{-(1-ix)s}\,ds=\frac{1}{1-ix}=\frac{1+ix}{1+x^2}.$$

It converges because the real part of $1-ix$ is positive. The magnitude and phase follow:

$$|L|=\frac{1}{\sqrt{1+(\pi A\tau)^2}},\qquad \arg L=\arctan(\pi A\tau).$$

The populations of nuclear up and down are unchanged in this high-field model. The loss is one of phase, so a nucleus prepared purely up or down is unaffected.

**Fast ionization, $x\ll1$.** The exponential distribution has $\langle t\rangle=\tau$ and $\langle t^2\rangle=2\tau^2$, hence standard deviation $\tau$. The phase therefore has mean $x$ and standard deviation $x$. Expanding the magnitude gives

$$|L|\simeq1-\frac{x^2}{2},$$

which is one minus half the phase variance. The mean phase is first order in $x$, but the loss is second order.

**Slow ionization, $x\gg1$.** Now $|L|\simeq1/x$. The phase is spread over many turns and the contributions largely cancel. The fall is as slow as $1/x$ because the density of ionization times jumps from zero to $1/\tau$ at $t=0$. Integrating $L$ by parts gives the boundary term $i/x$ from that jump.

### 3. How short must $\tau$ be?

The scale on which $x$ reaches one is

$$\tau_c=\frac{1}{\pi A}=\frac{1}{\pi\times118\times10^6\ \mathrm{s^{-1}}}\approx2.7\ \mathrm{ns}.$$

There is no sharp threshold at this time. At $\tau=\tau_c$, the coherence is $1/\sqrt2=0.71$ of its initial value, and $\arg L$ is 45 degrees. (The mean of the phase itself is $x=1$ rad, or 57 degrees; the two agree only for small $x$.) To keep at least a fraction $c$, require

$$\frac{1}{\sqrt{1+(\tau/\tau_c)^2}}\ge c .$$

Both sides are positive, so squaring and inverting gives $1+(\tau/\tau_c)^2\le1/c^2$, or

$$\tau\le\tau_c\sqrt{\frac1{c^2}-1}.$$

For $c=0.90$ the longest mean time is 1.3 ns. For $c=0.99$ it is 0.38 ns, about one seventh of $\tau_c$. This is the sense in which good preservation requires a mean time well below 2.7 ns.

**The case $\tau=0.3$ ns.** Here

$$x=\frac{0.3}{2.698}=0.111,\qquad |L|=\frac1{\sqrt{1+0.111^2}}=0.994,$$

and the average Bloch vector is rotated by $\arg L=\arctan0.1112=6.35$ degrees. Evolving both spins under the full Hamiltonian, tracing out the electron and integrating over $t$ gives $|L|=0.99385$, against 0.99387 from the formula.

To turn this into a fidelity, take the initial state $a|\Uparrow\rangle+b|\Downarrow\rangle$ with $|a|^2+|b|^2=1$. Its overlap with the averaged state is

$$F=|a|^4+|b|^4+2|a|^2|b|^2\,\mathrm{Re}\,L
=1-2|a|^2|b|^2(1-\mathrm{Re}\,L).$$

The second form uses $|a|^4+|b|^4=1-2|a|^2|b|^2$. The equal superposition, with $|a|^2|b|^2=1/4$, has the lowest fidelity:

$$F=\frac{1+\mathrm{Re}\,L}{2}.$$

This is 0.9939 for $\tau=0.3$ ns. Undoing this known rotation replaces $\mathrm{Re}\,L$ by $|L|$ and raises the fidelity to 0.9969.

**The case $\tau=1$ µs.** Now $x=371$ and $|L|=0.0027$. An equal superposition has become almost an even mixture of nuclear up and down.

### 4. What later pulses can do

After the mean over $t$ is taken, an equal superposition has a Bloch vector of length $|L|$. A nuclear pulse that is the same in every run is a unitary operation. It can turn this vector but cannot lengthen it. In particular, a $\pi$ pulse about an equatorial axis conjugates the coherence, apart from a known phase, and leaves $|L|$ unchanged. An echo begun after ionization therefore does not remove the random phase: the hyperfine shift that produced it no longer acts.

The bound on $\tau$ rests on the ionization times being unrecorded. If $t$ were known in each run, the rotation could be undone in that run. For large $\tau$ this requires the exact frequency step in place of $A/2$: at 1.5 T the 82.9 kHz correction alone adds 0.52 rad in 1 µs.

### Where the high-field result fails

At $B=5$ mT, $\Sigma=140$ MHz is comparable with $A$. Starting from electron down, nucleus up, the two-level oscillation reaches a flip probability of

$$\frac{A^2}{\Sigma^2+A^2}=\frac{118^2}{140^2+118^2}\approx0.42 .$$

The flipped part has electron up, while the other arm of the superposition keeps electron down. Tracing out the electron removes the coherence between them. The frequency step also grows, from 59.0 to 80.5 MHz, which alone would lower $|L|$ at $\tau=\tau_c$ to 0.59. For $\tau=\tau_c$, the full dynamics gives $|L|=0.50$ instead of the high-field value 0.71.

### The numbers beside a real device

The hyperfine constant and the field of 1.5 T are in the regime of phosphorus donors in silicon spin devices. A mean ionization time of 0.3 ns is not typical of spin readout, where tunnelling to a reservoir takes roughly microseconds or longer. The 1 µs case represents the fast end of that range. Real devices also break the assumption that a constant ionization rate starts at once. If the rate instead rises linearly over 0.1 ns to $1/\tau$, with $\tau=0.3$ ns, the magnitude remains 0.994 but $\arg L$ grows from 6.35 to 7.38 degrees. After the ramp, the density is an exponential with its origin delayed by half the ramp time. The expected extra phase is $\pi A\times0.05$ ns, or about 1 degree.

The ionizing field can be estimated by scaling the hydrogen ground state to a binding energy $E_b=45$ meV and a mean effective mass $m=0.26$ electron masses, both rough. With

$$a_0=\frac{\hbar}{\sqrt{2mE_b}},\qquad F_0=\frac{2E_b}{ea_0},\qquad u=\frac{F}{F_0},$$

the weak-field tunnelling rate of hydrogen becomes

$$\Gamma=\frac{2E_b}{\hbar}\,\frac4u\,e^{-2/(3u)}.$$

Setting $\Gamma=1/(0.3\ \mathrm{ns})$ gives $u=0.0441$ and $F=0.022$ MV/cm. A numerical diagonalization of hydrogen in this scaled field shows that the formula overestimates the rate by a factor of 1.56. Because the rate is so steep in $u$, this moves the required field by only about 3%. The light and heavy silicon masses, 0.19 and 0.92, give 0.019 and 0.041 MV/cm in this isotropic scaling. The heavy figure is not expected to apply in bulk silicon. Of the six valleys, the one lightest along the field offers the easiest escape, and its mass along the field lies between 0.19 (field along [100]) and 0.26 (field along [111]). The scaling also ties the Coulomb tail to the binding energy: for $m=0.26$ it implies a dielectric constant of about 8.9 instead of silicon's 11.7. Putting the weaker tail into the weak-field rate raises the required field by roughly 15%, to about 0.025 MV/cm, so the value 0.022 is uncertain by at least that much. The estimate otherwise omits the valley structure, the central-cell potential and nearby interfaces.

These fields lie below a rough silicon breakdown field of 0.3 MV/cm, by a factor of about 14 for the mean mass. That margin does not cover impact ionization of donors by free carriers. The field also shifts $A$. Taking the shift as quadratic in the field, a rough coefficient of $-3\times10^{-3}$ µm²/V² gives a change of about $-1.5\%$ at 0.022 MV/cm and $-5\%$ at 0.041 MV/cm. The scaled hydrogen model itself gives about $-3.4\%$ at $u=0.0441$, whatever the mass. These figures show only the size of the shift, because higher powers of the field also contribute near ionization. Since $\tau_c\propto1/A$, it lengthens by about the same percentage, which leaves the nanosecond requirement intact.

Finally, the departed electron still has a dipolar coupling to the nucleus. A distance of 10 nm is short for the mean mass, since a field of 0.022 MV/cm needs about 20 nm to supply 45 meV. Even there the scale of the dipolar coupling is 32 Hz. At so short a distance a contact term from the tail of the wave function can be larger: the crude estimate $A\,e^{-2r/a_0}$ with $a_0=1.8$ nm gives about 2 kHz at 10 nm and less than 1 Hz at 20 nm. Both terms are negligible over nanoseconds. They could matter for storage over milliseconds if the electron stayed so close.

## Variation 1: a thermally mixed electron spin

**Question.** The electron is down with probability $p_\downarrow$ and up with probability $p_\uparrow$. The ionization rate is taken to be the same for both electron spins. How does the average change?

**Solution.** For electron up, $S_z=+1/2$ reverses the hyperfine shift, so $\phi=-\pi At$ and the average is $1/(1+ix)$. With $P=p_\downarrow-p_\uparrow$ and $p_\downarrow+p_\uparrow=1$,

$$L=\frac{p_\downarrow}{1-ix}+\frac{p_\uparrow}{1+ix}
=\frac{p_\downarrow(1+ix)+p_\uparrow(1-ix)}{1+x^2}
=\frac{1+iPx}{1+x^2}.$$

Therefore

$$|L|=\frac{\sqrt{1+P^2x^2}}{1+x^2}.$$

For $P=0$ this is $1/(1+x^2)$, and the small-$x$ loss is $x^2$, twice that of a polarized electron. The unknown sign of the phase adds to the unknown ionization time.

In thermal equilibrium the two electron levels differ by $h\gamma_eB$, and their Boltzmann weights give $P=\tanh[h\gamma_eB/(2k_BT)]$. At 1.5 T and 0.2 K, $P=0.9999$, and the result for $\tau=0.3$ ns is unchanged at 0.994. At 4.2 K and the same field, $P=0.235$ and $|L|=0.988$. The loss has nearly doubled. These values need equal rates for the two spins, which spin-selective tunnelling to a reservoir does not provide. With unequal rates each term carries its own $x$: if electron up leaves three times more slowly, $|L|$ at 4.2 K falls to 0.955.

## Variation 2: recorded ionization times

**Question.** A detector records each ionization time with a Gaussian error $\epsilon$ of zero mean and standard deviation $\sigma$, independent of $t$. Each run is corrected with the recorded time. What now limits the coherence?

**Solution.** The recorded time is $t+\epsilon$, so the correction subtracts $\pi A(t+\epsilon)$ from the phase $\pi At$. The remainder is $-\pi A\epsilon$, and $t$ has dropped out. Completing the square in the Gaussian integral gives

$$L_{\mathrm{rec}}=\int_{-\infty}^{\infty}\frac{d\epsilon}{\sqrt{2\pi}\,\sigma}\,
e^{-\epsilon^2/(2\sigma^2)}e^{-i\pi A\epsilon}
=e^{-(\pi A\sigma)^2/2}=e^{-\sigma^2/(2\tau_c^2)}.$$

To retain a fraction $c$, one needs $\sigma\le\tau_c\sqrt{2\ln(1/c)}$. For $c=0.99$ this is

$$\sigma\le2.698\ \mathrm{ns}\times\sqrt{2\ln(1/0.99)}\approx0.38\ \mathrm{ns}.$$

With the electron again starting spin down, so that the sign of the phase is known, the mean ionization time may now be long under two conditions. The frequency step must be steady and known so well that its error, multiplied by $2\pi t$, stays small. Other nuclear and electron relaxation must also remain negligible while the donor is neutral. The nanosecond requirement has moved from the ionization process to the detector's timing. The correction helps only when $\sigma$ is smaller than about $\tau$: for $\tau=0.3$ ns and $\sigma=0.38$ ns it gives 0.990, against 0.994 without it. Timing this fine is also beyond the charge sensors used for spin readout, so the result is a limit in principle. The numerical output below gives the values for the main problem and for the thermal variation.

## Calculated quantities

```
Hyperfine constant A (rough input): 118 MHz
Field B: 1.5 T; temperature: 0.2 K
Electron g factor (rough input): 2.00
gamma_e: 27.99 GHz/T; gamma_n (rough): 17.2 MHz/T
Electron frequency: 42.0 GHz
Ionized nuclear frequency: 25.8 MHz
Frequency step A/2: 59.0 MHz
Exact frequency step: 59.083 MHz
Leading correction to step: 82.9 kHz
Mixing amplitude: 1.40e-03
Critical time 1/(pi A): 2.698 ns
Fast mean time: 0.3 ns; x = pi A tau: 0.1112
Fast |L|, formula: 0.99387
Fast |L|, two-spin dynamics: 0.99385
Fast |L|, small-loss law: 0.99382
Fast phase of L: 6.35 degrees
Phase mean and deviation: 0.1112, 0.1112 rad
Fast fidelity, phase left in: 0.99389
Fast fidelity, mean phase undone: 0.99694
|L| at critical time, formula: 0.7071
|L| at critical time, dynamics: 0.7066
Phase at critical time, dynamics: 45.04 degrees
Same with electron up: -44.96 degrees
Slow mean time: 1000 ns; x: 370.7
Slow |L|, formula: 0.00270
Slow |L|, quadrature: 0.00270
Longest mean time for |L| = 0.99: 0.384 ns
Longest mean time for |L| = 0.90: 1.306 ns
Low test field: 5 mT
|L| at low field, critical time, dynamics: 0.5006
Electron polarization at 0.2 K: 0.999916
Fast |L| at 0.2 K: 0.99387
Electron polarization at 4.2 K: 0.2354
Fast |L| at 4.2 K: 0.98812
Rate ramp time: 0.1 ns; fast |L| with ramp: 0.99382
Fast phase with ramp: 7.38 degrees
Dipolar coupling at 10 nm: 31.9 Hz
Binding energy (rough input): 45 meV
Masses mean, light, heavy (rough): 0.26, 0.19, 0.92 m_e
Scaled field for fast ionization: 0.0441 atomic units
Rate formula / diagonalized rate: 1.56
Ionizing field, mean mass: 0.0220 MV/cm
Ionizing field, light mass: 0.0188 MV/cm
Ionizing field, heavy mass: 0.0413 MV/cm
Breakdown field (rough): 0.3 MV/cm
Breakdown / ionizing field, mean mass: 13.7
Stark coefficient of A (rough): -3e-03 um^2/V^2
Stark change of A, mean mass: -1.45 percent
Stark change of A, heavy mass: -5.13 percent
Fast |L| with Stark change, mean mass: 0.99405
```
